# Manninen's Screened-Poisson Iteration as Kerker Mixing of the Electrostatic Potential: a program that tests the result

```python
"""
Result under test: the screened-Poisson iteration for jellium,
    (-d2/dz2 + k^2) v_new = 4 pi (n[v_old] - n_plus) + k^2 v_old,
equals Kerker mixing of the electrostatic potential with parameter one,
    v_new(G) = v_old(G) + G^2/(G^2 + k^2) * (v_out(G) - v_old(G)),
where v_out solves the ordinary Poisson equation for n[v_old] - n_plus.
v: electrostatic potential energy of an electron; n: electron density;
n_plus: positive background; k: screening parameter. Hartree atomic units.
The screened equation is solved by real-space Green-function quadrature,
the Kerker form by Fourier transforms.  Convergence statements are checked
by comparing real iterations with a finite-difference Jacobian.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import circulant, eigh
from scipy.special import erf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
rs, thickness, well_depth, well_edge, k_main = 4.0, 28.0, 0.15, 1.0, 0.8
n_bar = 3 / (4 * np.pi * rs**3)
k_fermi = (3 * np.pi**2 * n_bar) ** (1 / 3)
k_tf2 = 4 * k_fermi / np.pi


class Slab:
    """Periodic cell holding one jellium slab centred at z = 0."""

    def __init__(self, length, points):          # points must be odd
        self.length, self.points = length, points
        self.h = length / points
        z = self.h * np.arange(points)
        self.z = np.where(z > length / 2, z - length, z)
        self.G = 2 * np.pi * np.fft.fftfreq(points, self.h)
        self.laplace = circulant(np.fft.ifft(self.G**2).real)   # -d2/dz2
        shape = np.sinc(self.G * thickness / (2 * np.pi))
        coeff = n_bar * thickness / length * shape
        self.n_plus = np.fft.ifft(coeff * points).real
        self.well = -0.5 * well_depth * (
            np.tanh((self.z + thickness / 2) / well_edge)
            - np.tanh((self.z - thickness / 2) / well_edge))

    def solve_electrons(self, v):
        """Density and chemical potential from filled 2D subbands."""
        e, psi = eigh(0.5 * self.laplace + np.diag(v + self.well))
        for m in range(1, self.points):
            mu = (np.pi * n_bar * thickness + e[:m].sum()) / m
            if mu <= e[m]:
                break
        return psi[:, :m]**2 @ ((mu - e[:m]) / np.pi) / self.h, mu

    def density(self, v):
        return self.solve_electrons(v)[0]

    def poisson(self, n):
        rho = np.fft.fft(n - self.n_plus)
        out = np.zeros_like(rho)
        out[1:] = 4 * np.pi * rho[1:] / self.G[1:]**2
        return np.fft.ifft(out).real

    def kerker_filter(self, f, k):
        factor = np.zeros(self.points)
        factor[1:] = self.G[1:]**2 / (self.G[1:]**2 + k**2)
        return np.fft.ifft(factor * np.fft.fft(f)).real

    def kerker_step(self, v, k):
        return v + self.kerker_filter(self.poisson(self.density(v)) - v, k)

    def green_matrix(self, k):
        """Quadrature of the periodic screened Green function."""
        x, w = np.polynomial.legendre.leggauss(400)
        s, w = 0.5 * self.length * (x + 1), 0.5 * self.length * w
        g = np.cosh(k * (self.length / 2 - s)) / (
            2 * k * np.sinh(k * self.length / 2))
        distance = self.h * np.arange(self.points)[:, None] - s[None, :]
        interpolation = np.ones_like(distance)
        for m in range(1, self.points // 2 + 1):
            interpolation += 2 * np.cos(2 * np.pi * m * distance / self.length)
        return circulant(interpolation @ (w * g) / self.points)


def screened_step(cell, green, v, k):
    source = 4 * np.pi * (cell.density(v) - cell.n_plus) + k**2 * v
    return green @ source


def iterate(step, points, tolerance=1e-10, limit=2500):
    history, changes = [np.zeros(points)], []
    for _ in range(limit):
        history.append(step(history[-1]))
        changes.append(np.abs(history[-1] - history[-2]).max())
        if changes[-1] < tolerance:
            return history, changes
    raise AssertionError("self-consistency was not reached")


def late_rate(changes):
    return (changes[-1] / changes[-21]) ** (1 / 20)


print(f"r_s = {rs:.1f} bohr, slab thickness = {thickness:.1f} bohr")
print(f"fixed well: depth {well_depth:.2f} hartree, edge {well_edge:.1f} bohr")
print(f"background density = {n_bar:.6f} bohr^-3")
print(f"k_F = {k_fermi:.5f} bohr^-1, k_TF = {np.sqrt(k_tf2):.5f} bohr^-1")
print(f"k_TF^2 = {k_tf2:.5f} bohr^-2, k = {k_main:.2f} bohr^-1")

# Two separate self-consistent histories, one for each form of the iteration.
cell = Slab(44.0, 99)
green = cell.green_matrix(k_main)
hist_s, change_s = iterate(
    lambda v: screened_step(cell, green, v, k_main), cell.points)
hist_k, change_k = iterate(
    lambda v: cell.kerker_step(v, k_main), cell.points)
common = min(len(hist_s), len(hist_k))
gap = max(np.abs(a - b).max() for a, b in zip(hist_s[:common], hist_k[:common]))
assert gap < 1e-9
print(f"cell length = {cell.length:.1f} bohr, grid points = {cell.points}")
print(f"iterations to change < 1e-10 hartree: screened {len(change_s)}, "
      f"Kerker {len(change_k)}")
print(f"largest gap between the two histories = {gap:.1e} hartree")

# One Fourier component of the first step, which starts from v = 0.
G1 = cell.G[1]
first_out = np.fft.fft(cell.poisson(cell.density(hist_s[0])))[1].real / cell.points
first_new = np.fft.fft(hist_s[1])[1].real / cell.points
factor = G1**2 / (G1**2 + k_main**2)
assert abs(first_new - factor * first_out) < 1e-10
print(f"lowest G = {G1:.5f} bohr^-1, Kerker factor there = {factor:.5f}")
print(f"first step at lowest G: v_out = {first_out:.6f} hartree, "
      f"v_new = {first_new:.6f} hartree")

centre, vacuum = 0, cell.points // 2
for i in (1, 5, 20, 80):
    if i < common:
        b = [hist[i][vacuum] - hist[i][centre] for hist in (hist_s, hist_k)]
        print(f"after step {i}: barrier screened {b[0]:.7f}, "
              f"Kerker {b[1]:.7f} hartree")
v_sc = hist_s[-1]
n_sc, mu = cell.solve_electrons(v_sc)
barrier = v_sc[vacuum] - v_sc[centre]
print(f"converged electrostatic barrier = {barrier:.6f} hartree "
      f"= {barrier * HARTREE_EV:.4f} eV")
print(f"vacuum-centre potential minus chemical potential = "
      f"{v_sc[vacuum] + cell.well[vacuum] - mu:.5f} hartree")
assert abs(v_sc.mean()) < 1e-10

# Response operator Q = -4 pi dn/dv from central differences.
delta = 1e-3
Q = np.empty((cell.points, cell.points))
for j in range(cell.points):
    bump = np.zeros(cell.points)
    bump[j] = delta
    Q[:, j] = -2 * np.pi * (
        cell.density(v_sc + bump) - cell.density(v_sc - bump)) / delta
assert np.abs(Q - Q.T).max() < 1e-4 * np.abs(Q).max()
Q = 0.5 * (Q + Q.T)
q_values = np.linalg.eigvalsh(Q)
assert q_values[0] > -1e-4
print(f"largest eigenvalue of Q = {q_values[-1]:.5f} bohr^-2")

identity = np.eye(cell.points)
J = np.linalg.solve(cell.laplace + k_main**2 * identity,
                    k_main**2 * identity - Q)
remove_mean = identity - np.ones_like(identity) / cell.points
mirror = identity[(-np.arange(cell.points)) % cell.points]
even = 0.5 * (identity + mirror) @ remove_mean
radius_all = np.abs(np.linalg.eigvals(remove_mean @ J @ remove_mean)).max()
radius_even = np.abs(np.linalg.eigvals(even @ J @ even)).max()
rate = late_rate(change_s)
assert radius_all < 1 and abs(rate - radius_even) < 2e-3
print(f"error factor per step: observed {rate:.5f}, "
      f"from Jacobian {radius_even:.5f}")

# The slow remaining error sits in the vacuum, and more vacuum slows it.
last = hist_s[-1] - hist_s[-2]
ratio = abs(last[vacuum] / last[centre])
assert ratio > 1
wide = Slab(52.0, 117)
_, change_wide = iterate(lambda v: wide.kerker_step(v, k_main), wide.points)
rate_wide = late_rate(change_wide)
assert rate_wide > rate and len(change_wide) > len(change_k)
print(f"last change, vacuum centre / slab centre = {ratio:.2f}")
print(f"cell of {wide.length:.1f} bohr: error factor {rate_wide:.5f}, "
      f"iterations {len(change_wide)}")

# Critical screening parameter, tested with the nonlinear iteration itself.
values, vectors = eigh(Q - cell.laplace)
k_crit = np.sqrt(values[-1] / 2)
direction = vectors[:, -1] / np.abs(vectors[:, -1]).max()


def growth(k, steps, size=1e-5):
    v = v_sc + size * direction
    for _ in range(steps):
        v = cell.kerker_step(v, k)
    return np.abs(v - v_sc).max() / size


below, above = growth(0.9 * k_crit, 12), growth(1.1 * k_crit, 12)
plain = growth(0.0, 1)
assert below > 1 and above < 1 and plain > 1
print(f"critical k of the slab = {k_crit:.5f} bohr^-1")
print(f"error growth in 12 steps: k = 0.9 k_crit {below:.3f}, "
      f"k = 1.1 k_crit {above:.4f}")
print(f"error growth in one step without preconditioner = {plain:.2f}")

# Uniform Thomas-Fermi gas: nonlinear density map against its linear factor.
wave = np.cos(G1 * cell.z)
for k in (0.5, k_main):
    v = 1e-5 * wave
    n = (2 * (k_fermi**2 / 2 - v)) ** 1.5 / (3 * np.pi**2)
    new = cell.green_matrix(k) @ (4 * np.pi * (n - n_bar) + k**2 * v)
    measured = (new @ wave) / (v @ wave)
    predicted = (k**2 - k_tf2) / (G1**2 + k**2)
    assert abs(measured - predicted) < 1e-6
    print(f"uniform gas, k = {k:.1f} bohr^-1: error factor {measured:.5f}, "
          f"formula {predicted:.5f}")
print(f"uniform-gas stability bound k_TF/sqrt(2) = "
      f"{np.sqrt(k_tf2 / 2):.5f} bohr^-1")

# Refreshed local exchange: not the same as mixing the full potential.
n_in, n_out = cell.density(np.zeros(cell.points)), n_sc
v_in = cell.poisson(n_in)
x_in, x_out = (-np.cbrt(3 * n / np.pi) for n in (n_in, n_out))
fresh = green @ (4 * np.pi * (n_out - cell.n_plus) + k_main**2 * v_in) + x_out
full = v_in + x_in + cell.kerker_filter(
    cell.poisson(n_out) + x_out - v_in - x_in, k_main)
assert np.abs(fresh - full - k_main**2 * green @ (x_out - x_in)).max() < 1e-9
exchange_gap = np.abs(fresh - full).max()
assert exchange_gap > 1e-5
print(f"fresh exchange minus full-potential Kerker, largest = "
      f"{exchange_gap:.6f} hartree")

# Infinite line with a dipole layer: potentials with unequal far limits.
step_out, step_in = 0.12, 0.05


def charge(z):
    return step_out * z * np.exp(-z**2) / np.pi**1.5


def v_old(z):
    return step_in * np.tanh(z / 2)


def v_out(z):
    return step_out * erf(z)


def screened_average(f, z):
    return quad(lambda s: np.exp(-k_main * s) / (2 * k_main)
                * (f(z + s) + f(z - s)), 0, 40,
                epsabs=1e-12, epsrel=1e-11, limit=300)[0]


print(f"infinite line: v_old = {step_in:.2f} tanh(z/2), "
      f"v_out = {step_out:.2f} erf(z) hartree")
for z in (0.7, 3.0, 25.0):
    coulomb = -2 * np.pi * quad(lambda t: abs(z - t) * charge(t), -9, 9,
                                points=[0.0, min(z, 8.0)], epsabs=1e-12)[0]
    assert abs(coulomb - v_out(z)) < 1e-9
    left = screened_average(
        lambda t: 4 * np.pi * charge(t) + k_main**2 * v_old(t), z)
    residual = v_out(z) - v_old(z)
    right = v_old(z) + residual - k_main**2 * screened_average(
        lambda t: v_out(t) - v_old(t), z)
    assert abs(left - right) < 1e-9
    print(f"z = {z:.1f} bohr: v_old {v_old(z):.6f}, v_out {v_out(z):.6f}, "
          f"v_new {left:.6f} hartree")
assert abs(left - v_old(25.0)) < 1e-6

print("every check passed")
```

Output:

```
r_s = 4.0 bohr, slab thickness = 28.0 bohr
fixed well: depth 0.15 hartree, edge 1.0 bohr
background density = 0.003730 bohr^-3
k_F = 0.47979 bohr^-1, k_TF = 0.78159 bohr^-1
k_TF^2 = 0.61089 bohr^-2, k = 0.80 bohr^-1
cell length = 44.0 bohr, grid points = 99
iterations to change < 1e-10 hartree: screened 181, Kerker 181
largest gap between the two histories = 5.9e-14 hartree
lowest G = 0.14280 bohr^-1, Kerker factor there = 0.03088
first step at lowest G: v_out = 0.044960 hartree, v_new = 0.001388 hartree
after step 1: barrier screened -0.0027042, Kerker -0.0027042 hartree
after step 5: barrier screened -0.0001541, Kerker -0.0001541 hartree
after step 20: barrier screened 0.0062834, Kerker 0.0062834 hartree
after step 80: barrier screened 0.0085855, Kerker 0.0085855 hartree
converged electrostatic barrier = 0.008596 hartree = 0.2339 eV
vacuum-centre potential minus chemical potential = 0.04212 hartree
largest eigenvalue of Q = 0.62015 bohr^-2
error factor per step: observed 0.91459, from Jacobian 0.91459
last change, vacuum centre / slab centre = 3.20
cell of 52.0 bohr: error factor 0.95647, iterations 345
critical k of the slab = 0.53555 bohr^-1
error growth in 12 steps: k = 0.9 k_crit 60.728, k = 1.1 k_crit 0.0110
error growth in one step without preconditioner = 24.43
uniform gas, k = 0.5 bohr^-1: error factor -1.33468, formula -1.33468
uniform gas, k = 0.8 bohr^-1: error factor 0.04408, formula 0.04408
uniform-gas stability bound k_TF/sqrt(2) = 0.55267 bohr^-1
fresh exchange minus full-potential Kerker, largest = 0.006853 hartree
infinite line: v_old = 0.05 tanh(z/2), v_out = 0.12 erf(z) hartree
z = 0.7 bohr: v_old 0.016819, v_out 0.081336, v_new 0.050878 hartree
z = 3.0 bohr: v_old 0.045257, v_out 0.119997, v_new 0.052182 hartree
z = 25.0 bohr: v_old 0.050000, v_out 0.120000, v_new 0.050000 hartree
every check passed
```
